# Phonon Sidebands and the Zero-Phonon Line of a Point Defect, part 1

(Sections cited here and not found follow in the second part.)

## I. One vibrational mode at zero temperature

A point defect in a semiconductor has two electronic states, a lower one g and an upper one e, joined by an optical transition. When the electron changes state, the forces on the neighbouring nuclei change, and the equilibrium positions move. Light emitted in the transition therefore appears partly in a line that involves no change of vibrational energy, the zero-phonon line, and partly in a sideband in which vibrational quanta are left behind in the crystal.

Take one vibrational mode. Its coordinate \(Q\) is mass-weighted: a displacement \(x\) of a mass \(m\) contributes \(\sqrt m\,x\), so that the kinetic energy is \(P^2/2\) with \([Q,P]=i\hbar\). The electrons are assumed to follow the nuclei adiabatically, so each electronic state supplies a potential for \(Q\). Both potentials are harmonic with the same angular frequency \(\omega\), and their minima lie a distance \(\Delta Q\) apart:

\[
H_g=\frac{P^2}{2}+\frac{\omega^2Q^2}{2},\qquad
H_e=E_{\rm ZPL}+\frac{P^2}{2}+\frac{\omega^2(Q-\Delta Q)^2}{2}.
\]

The constant \(E_{\rm ZPL}\) is the energy between the two minima. Write \(|n\rangle\) for the levels of \(H_g\) and \(|\chi\rangle\) for the lowest level of \(H_e\), both normalized.

### (a) Lines and weights

**Question.** The defect starts in \(|\chi\rangle\) and emits a photon. Find the possible photon energies. State what must be assumed about the transition dipole for the vibrational part of each line strength to be a squared overlap, and find the sum of these squared overlaps.

**Solution.** The initial energy is \(E_{\rm ZPL}+\hbar\omega/2\), and the final energy is \((n+\tfrac12)\hbar\omega\). The photon carries the difference,

\[
E_n=E_{\rm ZPL}+\frac{\hbar\omega}{2}-\left(n+\frac12\right)\hbar\omega
=E_{\rm ZPL}-n\hbar\omega .
\]

The two zero-point energies cancel because the frequencies are equal. This is why the energy between the minima is also the energy of the zero-phonon line in this model.

Integrating over the electronic coordinates leaves a transition dipole \(\mu(Q)\) that may depend on the nuclear coordinate. The amplitude for the line \(n\) is \(\langle n|\mu(Q)|\chi\rangle\). The Condon approximation replaces \(\mu(Q)\) by a constant \(\mu_0\), which can be taken out:

\[
\langle n|\mu(Q)|\chi\rangle\simeq\mu_0\langle n|\chi\rangle .
\]

The vibrational part of the line strength is then the Franck–Condon weight

\[
P_n=|\langle n|\chi\rangle|^2 .
\]

The levels \(|n\rangle\) form a complete set, so

\[
\sum_nP_n=\langle\chi|\Big(\sum_n|n\rangle\langle n|\Big)|\chi\rangle=\langle\chi|\chi\rangle=1 .
\]

Thus \(P_n\) is the probability that \(n\) quanta are found if the electronic state is switched suddenly and the vibrational state has no time to change. It is not yet the fraction of photons in line \(n\), because the emission rate also depends on the photon energy. That factor is treated in part (g).

### (b) The upper ground state in the language of the lower oscillator

**Question.** Introduce the lowering operator of the lower oscillator and find the equation that it gives for \(|\chi\rangle\).

**Solution.** Define

\[
a=uQ+ivP,\qquad u=\sqrt{\frac{\omega}{2\hbar}},\qquad v=\frac{1}{\sqrt{2\hbar\omega}},\qquad uv=\frac1{2\hbar}.
\]

Its commutator with its adjoint \(a^\dagger=uQ-ivP\) is

\[
[a,a^\dagger]=-iuv[Q,P]+iuv[P,Q]=-2iuv(i\hbar)=2\hbar uv=1 .
\]

The product in the other order is

\[
a^\dagger a=u^2Q^2+v^2P^2+iuv[Q,P]=u^2Q^2+v^2P^2-\frac12 .
\]

Since \(\hbar\omega u^2=\omega^2/2\) and \(\hbar\omega v^2=1/2\), this gives \(H_g=\hbar\omega(a^\dagger a+\tfrac12)\). The usual ladder relations follow: \(a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\), and, by taking the adjoint,

\[
\langle n|a=\sqrt{n+1}\,\langle n+1| .
\]

The upper oscillator differs from the lower one by the replacement \(Q\to Q-\Delta Q\) and by a constant energy. The momentum and the commutator are unchanged. Its lowering operator is therefore

\[
b=u(Q-\Delta Q)+ivP=a-\alpha,\qquad
\alpha=u\,\Delta Q=\Delta Q\sqrt{\frac{\omega}{2\hbar}},
\]

and \(H_e=E_{\rm ZPL}+\hbar\omega(b^\dagger b+\tfrac12)\). The expectation value of \(b^\dagger b\) is the squared norm of \(b|\chi\rangle\), which cannot be negative. The lowest possible value is zero, and it is reached if \(b|\chi\rangle=0\). With \(P=-i\hbar\,d/dQ\), this condition reads

\[
\frac{d\chi}{dQ}=-\frac{\omega}{\hbar}(Q-\Delta Q)\chi ,
\]

whose solution is a normalizable Gaussian centred at \(\Delta Q\). The lowest upper level thus exists and obeys

\[
a|\chi\rangle=\alpha|\chi\rangle .
\]

Equal frequency enters here. With two different frequencies the coefficients \(u\) and \(v\) would differ between the oscillators, and \(b\) would contain both \(a\) and \(a^\dagger\). The shifted state would then no longer be an eigenstate of \(a\).

### (c) The distribution of phonon number

**Question.** Find \(P_n\) and the zero-phonon weight. Express the result through one dimensionless parameter.

**Solution.** Let \(c_n=\langle n|\chi\rangle\). Multiply \(a|\chi\rangle=\alpha|\chi\rangle\) from the left by \(\langle n|\) and use the ladder relation:

\[
\sqrt{n+1}\,c_{n+1}=\alpha c_n .
\]

Starting from \(c_0\), the first steps are \(c_1=\alpha c_0\), \(c_2=\alpha^2c_0/\sqrt{2}\) and \(c_3=\alpha^3c_0/\sqrt{3\cdot2}\). Each step contributes one factor \(\alpha\) and one factor \(1/\sqrt{n+1}\), so

\[
c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .
\]

Normalization fixes the remaining constant:

\[
1=\sum_{n=0}^{\infty}|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{\alpha^{2n}}{n!}=|c_0|^2e^{\alpha^2}.
\]

The parameter that appears is the Huang–Rhys factor

\[
S=\alpha^2=\frac{\omega\,\Delta Q^2}{2\hbar},
\]

and the weights are

\[
P_n=e^{-S}\frac{S^n}{n!},\qquad P_0=e^{-S}.
\]

This is a Poisson distribution. The sign of \(\Delta Q\) drops out, because reversing it changes the sign of the odd amplitudes alone, and the weights are squares. For \(S\ll1\) the zero-phonon line takes nearly all the weight and the first sideband line has \(P_1\simeq S\). For \(S\gg1\) the two vibrational ground states hardly overlap, and the zero-phonon line is exponentially weak although the electronic dipole is unchanged.

### (d) Centre, width and strongest line; absorption

**Question.** Find the mean and variance of the phonon number, the mean vibrational energy left behind, and the most probable phonon number. Interpret the mean energy and the width with the two potential curves. Then find the weights for absorption from the lowest level of the lower state.

**Solution.** In the mean, the factor \(n\) cancels one factor of the factorial:

\[
\langle n\rangle=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S\,e^{-S}\sum_{j\ge0}\frac{S^j}{j!}=S .
\]

In the same way \(n(n-1)\) cancels two factors, which gives \(\langle n(n-1)\rangle=S^2\). Hence \(\langle n^2\rangle=S^2+S\), and the variance is

\[
\langle n^2\rangle-\langle n\rangle^2=S .
\]

The mean vibrational energy above the zero-point level is

\[
S\hbar\omega=\frac{\omega\Delta Q^2}{2\hbar}\,\hbar\omega=\frac{\omega^2\Delta Q^2}{2}.
\]

Planck's constant has cancelled. This is the potential energy of the lower state at the position of the upper minimum, the energy released when the nuclei relax after a vertical transition.

The width has a similar reading. The vertical energy difference of the two potentials is linear in \(Q\),

\[
V_e(Q)-V_g(Q)=E_{\rm ZPL}-\omega^2\Delta Q\,Q+\frac{\omega^2\Delta Q^2}{2},
\]

because the quadratic terms cancel. In the state \(\chi\) the coordinate has the standard deviation \(\sqrt{\hbar/2\omega}\). Multiplying by the slope gives the spread of the vertical energy:

\[
\omega^2\Delta Q\sqrt{\frac{\hbar}{2\omega}}
=\hbar\omega\,\Delta Q\sqrt{\frac{\omega}{2\hbar}}
=\sqrt S\,\hbar\omega .
\]

This agrees with the standard deviation of the Poisson law. The sideband width at zero temperature thus comes from zero-point motion on a sloping energy difference.

The strongest line follows from the ratio of neighbours,

\[
\frac{P_n}{P_{n-1}}=\frac{S}{n}.
\]

The weights grow while \(n<S\) and fall when \(n>S\). For non-integer \(S\) the largest weight is at the integer part of \(S\). For integer \(S\geq1\) the lines \(S-1\) and \(S\) are equally strong.

For absorption the initial state is \(|0\rangle\), and the final states are the levels of \(b^\dagger b\). Since \(a|0\rangle=0\), the initial state obeys \(b|0\rangle=-\alpha|0\rangle\). The recursion of part (c) holds with \(\alpha\) replaced by \(-\alpha\), and squaring removes the sign. Cold absorption has the same \(P_n\), now at \(E_{\rm ZPL}+n\hbar\omega\). The two weight distributions are mirror images about the zero-phonon line, and their mean energies differ by \(2S\hbar\omega\).

### (e) A defect in diamond

**Question.** The negatively charged nitrogen-vacancy centre in diamond consists of a substitutional nitrogen atom next to a vacant site, with one extra electron. Represent the centre by one mode with \(\hbar\omega=65\) meV, \(\Delta Q=0.70\ {\rm amu}^{1/2}\,\text{Å}\) and \(E_{\rm ZPL}=1.95\) eV. These are rough typical values. Find the weights, the centre and the width of the emission, and the effect of a 10% change in \(\Delta Q\).

**Solution.** It is convenient to multiply the numerator and denominator of \(S\) by \(\hbar\):

\[
S=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}.
\]

In the units of the problem \(\hbar^2/({\rm amu}\,\text{Å}^2)=4.180\) meV, so

\[
S=\frac{65\times0.70^2}{2\times4.180}=3.81,\qquad P_0=e^{-3.81}=0.022 .
\]

The neighbour ratio then gives the sideband. The one-phonon weight is \(3.81\times0.02216=0.084\). Multiplication by \(3.81/2\), \(3.81/3\) and \(3.81/4\) in turn gives 0.161, 0.204 and 0.194. The strongest line has three phonons, in agreement with the integer part of \(S\), and lies at \(1.95-3\times0.065=1.755\) eV.

The relaxation energy is \(3.81\times65=248\) meV. The mean line energy, weighted by \(P_n\), is therefore \(1.950-0.248=1.702\) eV, and the standard deviation is \(\sqrt{3.81}\times65=127\) meV.

The two Hamiltonians were also diagonalized separately on a grid of \(Q\), and the squared overlaps were computed from the eigenvectors. For \(n=0\) to 29 the largest difference from the Poisson formula was about \(10^{-14}\). This tests the algebra for the stated potentials. It does not test whether those potentials describe the real defect.

The zero-phonon weight is sensitive to the displacement. At fixed \(\omega\), \(S\) is proportional to \(\Delta Q^2\), and

\[
\frac{dP_0}{P_0}=-dS=-2S\,\frac{d\Delta Q}{\Delta Q}.
\]

The factor \(2S=7.6\) multiplies a small relative error in \(\Delta Q\). For a change of 10% the exponential itself should be used: \(\Delta Q\) smaller by 10% gives \(e^{-0.81S}=0.046\), and \(\Delta Q\) larger by 10% gives \(e^{-1.21S}=0.010\). A calculated displacement must be good to about 1% before the model can fix \(P_0\) to within about 8%.

## II. Many modes, photon counts and the limits of the model

The lower and upper oscillators have minima at \(Q=0\) and \(Q=\Delta Q\), the same frequency \(\omega\), and lowering operators \(a\) and \(b=a-\alpha\) with \(\alpha^2=S=\omega\Delta Q^2/(2\hbar)\). The lowest upper level is \(|\chi\rangle\). At zero temperature and with a constant dipole, the line at \(E_n=E_{\rm ZPL}-n\hbar\omega\) has the weight \(P_n=e^{-S}S^n/n!\), whose mean and variance are \(S\). The diamond example has \(\hbar\omega=65\) meV, \(\Delta Q=0.70\ {\rm amu}^{1/2}\,\text{Å}\), \(E_{\rm ZPL}=1.95\) eV, \(S=3.81\) and \(P_0=0.02216\).

### (f) Many modes

**Question.** Let the two states have harmonic potentials in many mass-weighted coordinates, with the same matrix of second derivatives \(K\) but different minima. Find the zero-phonon weight and the distribution of the total phonon number. Must the modes have equal frequencies?

For one mode with equal frequencies and a constant dipole, the zero-temperature line weights follow a Poisson law fixed by the Huang–Rhys factor \(S\). The many-mode question just posed remains to be solved, followed by photon counts, finite temperature and the limits of the model.
